# Scalar relaxation time and mobility anisotropy in one ellipsoidal valley

Q: An ellipsoidal valley has different masses, velocities and wave vectors along its axes. Why should one relaxation time serve all directions? I would have expected a tensor.

A: It depends on the scattering, so let me fix the model first. Measure \(\mathbf k\) from the valley minimum, along the principal axes:

\[
E(\mathbf k)=\sum_i\frac{\hbar^2k_i^2}{2m_i},\qquad v_i=\frac1\hbar\frac{\partial E}{\partial k_i}=\frac{\hbar k_i}{m_i}.
\]

Scattering is elastic, conserves spin and stays in the valley. In a crystal of volume \(V\), the squared matrix element is \(|M|^2=B/V\), where \(B\) may depend on energy but not on the positions of \(\mathbf k\) and \(\mathbf k'\) on the energy surface. The golden rule gives

\[
W(\mathbf k,\mathbf k')=\frac{2\pi}{\hbar}\frac BV\,\delta(E-E').
\]

The field \(\mathbf F\) is weak, steady and uniform, and there is no magnetic field. Whether a scalar time exists must follow from the Boltzmann equation.

Q: Then write that equation without a relaxation time in it, and watch the sign of the charge.

A: The electron charge is \(-e\), with \(e>0\), so \(\hbar\dot{\mathbf k}=-e\mathbf F\). Write \(f=f_0+g\), with \(f_0(E)\) the equilibrium distribution and \(g\) linear in the field. To first order the drift term acts on \(f_0\) alone, and \(\nabla_{\mathbf k}f_0=\hbar\mathbf v f_0'\), where the prime on \(f_0\) means \(d/dE\). In the steady state

\[
-e\,\mathbf F\cdot\mathbf v\,f_0'=\sum_{\mathbf k'}W(\mathbf k,\mathbf k')\,[g(\mathbf k')-g(\mathbf k)].
\]

The first term on the right is scattering in, the second scattering out.

Q: Where are the Pauli factors?

A: They cancel. Since \(W\) is symmetric, the net rate contains \(f(\mathbf k')[1-f(\mathbf k)]-f(\mathbf k)[1-f(\mathbf k')]=f(\mathbf k')-f(\mathbf k)\). The equilibrium part drops out because \(E'=E\). So far nothing requires a dilute electron gas.

Now define a vector \(\boldsymbol\lambda\), with the dimension of length, by

\[
g(\mathbf k)=e\,\mathbf F\cdot\boldsymbol\lambda(\mathbf k)\,f_0'(E).
\]

This restricts nothing beyond linearity in the field. Elasticity makes \(f_0'\) the same for \(\mathbf k\) and \(\mathbf k'\), so it can be taken out of the sum. Dividing by \(-e f_0'\), and using that \(\mathbf F\) may point anywhere, gives

\[
\mathbf v(\mathbf k)=\sum_{\mathbf k'}W(\mathbf k,\mathbf k')\,[\boldsymbol\lambda(\mathbf k)-\boldsymbol\lambda(\mathbf k')].
\]

Q: The unknown still appears at every other point of the surface. You cannot just drop the scattering-in term.

A: I evaluate it. For one spin, \(\sum_{\mathbf k'}\to V\int d^3k'/(2\pi)^3\). With the density of states

\[
N(E)=\int\frac{d^3k'}{(2\pi)^3}\,\delta(E-E'),
\]

the total scattering rate is

\[
\sum_{\mathbf k'}W=\frac{2\pi}{\hbar}BN(E)\equiv\frac1{\tau(E)}.
\]

Since \(B\) does not vary over the surface, the scattering-in sum is this rate times the average of \(\boldsymbol\lambda\) over the surface, weighted by the density of states. Call that average \(\langle\boldsymbol\lambda\rangle_E\). Then

\[
\mathbf v(\mathbf k)=\frac{\boldsymbol\lambda(\mathbf k)-\langle\boldsymbol\lambda\rangle_E}{\tau(E)},
\qquad
\boldsymbol\lambda(\mathbf k)=\tau(E)\mathbf v(\mathbf k)+\langle\boldsymbol\lambda\rangle_E.
\]

The equation is consistent because \(\langle\mathbf v\rangle_E=0\): the points \(\mathbf k\) and \(-\mathbf k\) have equal energy and weight but opposite velocity.

Q: You have found \(\boldsymbol\lambda\) up to its own average. What fixes that?

A: The elastic equation does not fix it, and the current does not need it. Any vector \(\mathbf c(E)\) can be added to \(\boldsymbol\lambda\). Its contribution to the current contains \(\langle v_i\rangle_E c_j(E)=0\). I set \(\mathbf c=0\), which also leaves the number of electrons at each energy unchanged. Thus

\[
\boldsymbol\lambda=\tau(E)\,\mathbf v,\qquad g=e\tau(E)\,\mathbf F\cdot\mathbf v\,f_0'.
\]

This solves the linearized equation for the stated model with no further approximation. Since \(f_0'<0\), states moving along \(\mathbf F\) are depleted, as they should be for negative charges.

Physically, a collision sends the electron to a point of the surface chosen without regard to its previous position. Its mean velocity afterwards is zero, whatever direction it had before. The anisotropy remains in \(\mathbf v\), not in \(\tau\).

Q: But the surface is elongated. Does \(N(E)\) not favour some direction?

A: It is one number for the whole surface. To evaluate it, let \(m_d=(m_1m_2m_3)^{1/3}\) and \(k_i=(m_i/m_d)^{1/2}\kappa_i\). The Jacobian is \((m_1m_2m_3/m_d^3)^{1/2}=1\), and \(E=\hbar^2\kappa^2/(2m_d)\), so the surface becomes a sphere. With \(\kappa=(2m_dE)^{1/2}/\hbar\) and \(d\kappa/dE=\kappa/(2E)\),

\[
N(E)=\frac{4\pi\kappa^2}{(2\pi)^3}\frac{d\kappa}{dE}
=\frac{\kappa^3}{4\pi^2E}
=\frac{(2m_d)^{3/2}E^{1/2}}{4\pi^2\hbar^3}.
\]

The separate masses enter \(\tau\) through \(m_d\) alone.

Q: I would like to see this survive on the unscaled ellipsoid, where the symmetry is less convenient.

A: I discretized the surface in the original \(\mathbf k\) coordinates for masses 0.19, 0.40 and 0.92 \(m_0\), and solved the collision equation by matrix inversion with no relaxation time put in. At energies \(0.5k_BT\) and \(2k_BT\), the largest deviation of any component of \(\boldsymbol\lambda\) from \(\tau v_i\) was \(9\times10^{-8}\), relative to the largest component of \(\tau\mathbf v\). The test required less than \(10^{-5}\).

Q: Grant the scalar time. How does it become a mobility, and where do the masses come out?

A: Let \(n\) be the electron density in the valley. Including two spins, the current density is

\[
J_i=-\frac{2e}{V}\sum_{\mathbf k}v_i g
=\frac{2e^2}{V}\sum_j F_j\sum_{\mathbf k}\tau v_iv_j(-f_0').
\]

Define the mobility as positive through \(J_i=ne\sum_j\mu_{ij}F_j\). Grouping states by energy,

\[
\mu_{ij}=\frac{2e}{n}\int_0^\infty N(E)\,\tau(E)\,\langle v_iv_j\rangle_E\,(-f_0')\,dE.
\]

In the scaled coordinates \(v_i=\hbar\kappa_i/(m_im_d)^{1/2}\). On a sphere \(\langle\kappa_i\kappa_j\rangle=\delta_{ij}\kappa^2/3\), and \(\hbar^2\kappa^2=2m_dE\). Therefore

\[
\langle v_iv_j\rangle_E=\delta_{ij}\frac{\hbar^2\kappa^2}{3m_im_d}=\delta_{ij}\frac{2E}{3m_i}.
\]

For the density, integrate by parts, using \(N\propto E^{1/2}\):

\[
n=2\int_0^\infty Nf_0\,dE=\frac43\int_0^\infty NE(-f_0')\,dE.
\]

The boundary terms vanish. Inserting both results, the factors \(4/3\) cancel:

\[
\mu_i=\frac{e\langle\tau\rangle}{m_i},\qquad
\langle\tau\rangle=\frac{\int_0^\infty\tau E^{3/2}(-f_0')\,dE}{\int_0^\infty E^{3/2}(-f_0')\,dE}.
\]

The same \(\langle\tau\rangle\) stands in every component, so

\[
\frac{\mu_i}{\mu_j}=\frac{m_j}{m_i}.
\]

In the dilute limit \(-f_0'=f_0/k_BT\), and the weight is \(E^{3/2}e^{-E/k_BT}\). In the opposite, strongly degenerate limit, \(-f_0'\) is concentrated at the Fermi energy and \(\langle\tau\rangle\to\tau(E_F)\). The ratio is the same in both.

Q: Silicon has anisotropic valleys, yet the mobility of the bulk crystal is isotropic. Is that not a contradiction?

A: The result belongs to one valley, or to several with parallel axes. Let \(m_l\) and \(m_t\) be the masses along and across the valley axis. In unstrained silicon, six equally filled valleys lie in pairs along the three cubic axes. Along any cubic axis, two valleys contribute \(\mu_l\) and four contribute \(\mu_t\), so

\[
\mu_{\rm bulk}=\frac{\mu_l+2\mu_t}{3}
\]

on all three axes. The tensor is then a multiple of the unit tensor. Unequal filling of the pairs makes the tensor anisotropic, and the full one-valley ratio appears when one pair holds nearly all the electrons. Biaxial tension in a silicon film whose normal is a cubic axis can do this, by lowering the two valleys whose long axes lie along that normal. Transport in the plane then involves \(m_t\), and transport through the film \(m_l\).

Q: Take that film. Which scattering process could have a constant matrix element?

A: Long-wavelength acoustic phonons, if the deformation potential is represented by one constant \(\Xi\). For a mode \(\omega=sq\) in a crystal of mass density \(\rho\), the squared coupling times \(V\) is \(\Xi^2q^2\hbar/(2\rho\omega)\), multiplied by \(n_q\) for absorption and \(n_q+1\) for emission. When \(\hbar\omega\ll k_BT\), both factors are close to \(k_BT/(\hbar\omega)\). Neglecting the phonon energy in the delta function as well, the two processes add to

\[
B=2\,\frac{\Xi^2q^2\hbar}{2\rho\omega}\,\frac{k_BT}{\hbar\omega}=\frac{\Xi^2k_BT}{\rho s^2}.
\]

The wave vector cancels. Since \(N\propto E^{1/2}\), we have \(\tau=\tau_0(E/k_BT)^{-1/2}\), with \(\tau_0=\tau(k_BT)\). For dilute electrons and \(x=E/k_BT\),

\[
\langle\tau\rangle=\tau_0\frac{\int_0^\infty xe^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}
=\frac{\tau_0}{3\sqrt\pi/4}=\frac{4\tau_0}{3\sqrt\pi}.
\]

Q: Put in numbers.

A: I use rough typical silicon values at 300 K: \(m_l=0.92m_0\), \(m_t=0.19m_0\), \(\Xi=9\) eV, \(\rho=2.33\) g/cm³ and \(s=9\times10^5\) cm/s. Then \(m_d=(0.19^2\times0.92)^{1/3}m_0=0.321m_0\) and \(k_BT=25.85\) meV. The scattering strength is \(B=0.00178\) eV² nm³, and the density of states at \(k_BT\) is \(9.98\times10^{19}\) eV⁻¹ cm⁻³, or 0.0998 eV⁻¹ nm⁻³. Hence

\[
\tau_0=\frac{\hbar}{2\pi BN(k_BT)}
=\frac{6.58\times10^{-16}\ \text{eV s}}{2\pi(0.00178)(0.0998)\ \text{eV}}
\approx0.59\ \text{ps},
\]

and \(\langle\tau\rangle=0.752\,\tau_0=0.444\) ps. With this time, \(e\langle\tau\rangle/m_0=781\) cm²/Vs. Dividing by the relative masses gives

\[
\mu_t=\frac{781}{0.19}\approx4110\ \text{cm}^2/\text{Vs},\qquad
\mu_l=\frac{781}{0.92}\approx850\ \text{cm}^2/\text{Vs}.
\]

Their ratio is \(0.92/0.19=4.84\). Matrix inversion on the unscaled ellipsoid, followed by a thermal average, gives the same mobilities to the digits shown.

Q: The bands of silicon are not parabolic. Does that spoil the ratio?

A: Not in the Kane form \(E(1+\alpha E)=\sum_i\hbar^2k_i^2/(2m_i)\), with \(B\) still constant. Differentiating gives

\[
v_i=\frac{\hbar k_i}{m_i(1+2\alpha E)}.
\]

The extra factor is common to all components. The surface is still an ellipsoid with the same axis ratios, so \(\langle v_i^2\rangle_E\) remains proportional to \(1/m_i\). For \(\alpha=0.5\) eV⁻¹, the in-plane mobility falls from 4110 to 3640 cm²/Vs, while the computed ratio stays at 4.84.

Q: And phonons that carry electrons between the two low valleys? They are neither elastic nor confined to one valley.

A: Suppose their coupling \(D\) is constant. The two valleys have the same shape and orientation, and in each the field-induced \(g\) is odd about the minimum. Scattering in sums \(g\) over energy surfaces of the other valley, with rates that depend on energy alone, so it vanishes even though energy is exchanged. What remains, for dilute electrons, is a scattering-out rate that depends on energy:

\[
\frac1{\tau_{iv}}=\frac{\pi D^2}{\rho\omega}\,[\,n_\omega N(E+\hbar\omega)+(n_\omega+1)N(E-\hbar\omega)\,].
\]

The emission term is zero for \(E<\hbar\omega\). This rate adds to the acoustic one before the energy average. For dilute electrons the mass ratio survives, but the size changes. With rough values \(D=10^9\) eV/cm and \(\hbar\omega=60\) meV, the parabolic in-plane mobility becomes 2840 cm²/Vs, about 31% below the acoustic value.

Q: You keep choosing cases that work. Is constancy of the matrix element really needed?

A: It is sufficient, not necessary. Suppose \(B\) depends on the angle \(\chi\) between the scaled vectors \(\boldsymbol\kappa\) and \(\boldsymbol\kappa'\). By rotational symmetry about \(\boldsymbol\kappa\), the average of \(B(\chi)\boldsymbol\kappa'\) is \(\langle B\cos\chi\rangle\boldsymbol\kappa\). Each \(v_i\) is proportional to \(\kappa_i\), so \(\boldsymbol\lambda=\tau\mathbf v\) still works, with

\[
\frac1\tau=\frac{2\pi}{\hbar}N(E)\,\langle B(\chi)(1-\cos\chi)\rangle.
\]

An interaction may instead depend on the wave-vector transfer \(\mathbf q=\mathbf k-\mathbf k'\), for which

\[
q^2=\sum_i\frac{m_i}{m_d}(\kappa_i-\kappa_i')^2.
\]

With unequal masses this is not a function of \(\chi\), and the argument fails.

Q: By how much?

A: Replace \(B\) by the screened Coulomb form \(B\,q_s^4/(q^2+q_s^2)^2\). As a control case, take the energy \(1.5k_BT\) and set \(q_s\) equal to the transverse semi-axis of the energy surface. Define an effective time for each axis by \(\tau_i=\langle v_i\lambda_i\rangle_E/\langle v_i^2\rangle_E\). The solution gives \(\tau_l/\tau_t=2.51\), so the mobility ratio at that energy is

\[
\frac{\mu_t}{\mu_l}=\frac{m_l}{m_t}\,\frac{\tau_t}{\tau_l}=\frac{4.84}{2.51}=1.93.
\]

Reversing motion along the long axis takes a larger \(q\), for which this interaction is weaker. That is consistent with the longer \(\tau_l\), though I have not tested it separately as the cause.

Q: Do acoustic phonons in silicon really have a constant matrix element?

A: No, and for the ratio this is the weakest point of the example. The valley responds differently to strain along its axis. Let \(\theta\) be the angle between \(\mathbf q\) and that axis. With a dilation potential \(\Xi_d\), a uniaxial potential \(\Xi_u\) and a transverse sound speed \(s_t\), the coupling becomes

\[
B(\theta)=\frac{k_BT}{\rho}\left[\frac{(\Xi_d+\Xi_u\cos^2\theta)^2}{s^2}+\frac{\Xi_u^2\sin^2\theta\cos^2\theta}{s_t^2}\right].
\]

For \(\Xi_d=1\) eV, \(\Xi_u=9\) eV and \(s_t=5.4\times10^5\) cm/s, the computed mobility ratio is 7.5, or 55% above the mass ratio. In a parabolic valley it holds at every energy: changing \(E\) scales all \(\mathbf q\) by one factor and leaves \(\theta\) unchanged. Here \(\tau_t/\tau_l=7.51/4.84=1.55\).

The longitudinal coupling is proportional to \((1+9)^2=100\) for \(\mathbf q\) along the axis and to 1 for \(\mathbf q\) across it. Strong scattering along the axis is consistent with the shorter \(\tau_l\), though I have not separated the contributions. The ratio depends on the chosen potentials, and values in use for \(\Xi_d\) differ even in sign. With \(\Xi_d=-6\) eV and the other values unchanged, the ratio is about 3, below the mass ratio, so even the direction of the correction depends on \(\Xi_d\).

Q: You also neglected the phonon energy. Is that safe at 300 K?

A: At \(E=1.5k_BT\) the root-mean-square acoustic phonon energy, averaged over pairs of points on the surface, is 5.6 meV. The largest is 11.5 meV, which is not tiny beside 25.85 meV. Restoring the quantum occupation multiplies \(B\) by \(y\coth y\), with \(y=\hbar\omega/(2k_BT)\). At this energy the mobility ratio becomes 4.86, and \(\tau_t\) changes by 0.4%. That calculation still keeps the electron energy fixed in each collision, so it does not measure the whole effect of inelasticity.

Q: What about impurities, the upper valleys and the field?

A: Take \(10^{15}\) cm⁻³ donors and electrons. The screening length is 129 nm for a relative permittivity of 11.7. Treating the valley as a sphere of mass \(m_d\), the impurity momentum-loss rate is 1.4% of the acoustic rate at \(1.5k_BT\). The share is larger for slower electrons, so the thermal mobility falls by more than this, though still by only a few per cent. The spherical estimate cannot show how impurities change the mobility ratio: their scattering depends on \(\mathbf q\), so it need not give one time for all axes. The electron density is \(1.1\times10^{-4}\) of the effective density of states, so the dilute limit is sound.

For a valley splitting of 200 meV, the upper four valleys hold \(2e^{-200/25.85}=8.7\times10^{-4}\) of the population of the lower two. Giving all valleys the same \(\langle\tau\rangle\), this lowers the ratio from 4.84 to 4.82.

At 10 V/cm the in-plane drift speed is \(4.1\times10^4\) cm/s. This is 4.6% of the longitudinal sound speed and 0.27% of the thermal speed \((k_BT/m_t)^{1/2}\), which supports the linear treatment at that field.

Q: Would you quote 4110 cm²/Vs and a ratio of 4.84 for a real strained film?

A: No. The masses are typical of silicon, and the splitting is of the size produced by biaxial tension of around one per cent. The mobility is too high, at least partly because acoustic phonons are not the only scatterers; its size also depends on the band shape and the chosen deformation potentials. The same \(\langle\tau\rangle\) in six valleys would give \((850+2\times4110)/3\approx3020\) cm²/Vs, whereas lightly doped unstrained silicon has roughly 1400 cm²/Vs at room temperature. In the film, the intervalley phonons considered above already lower the in-plane value to 2840 cm²/Vs. Directional potentials move the acoustic ratio to 7.5 for \(\Xi_d=1\) eV but to about 3 for \(\Xi_d=-6\) eV, so it can lie on either side of 4.84; I have not computed the ratio with both effects together. In a transistor channel, confinement quantizes the motion normal to the interface, so \(\mu_l\) is no longer the mobility of a bulk-like direction, and interface roughness adds scattering absent here. Channel fields can also lie far above 10 V/cm, outside the regime examined.

## Values computed for the example and the checks

```
temperature: 300 K
thermal energy kT: 25.85 meV
longitudinal mass: 0.92 m0
transverse mass: 0.19 m0
density-of-states mass m_d: 0.3214 m0
deformation potential Xi: 9 eV
mass density: 2.33 g/cm3
longitudinal sound speed: 9e+05 cm/s
B: 0.001778 eV^2 nm^3
N(kT), one spin, one valley: 9.98e+19 1/(eV cm3)
tau0 = tau(kT): 0.5905 ps
mean time <tau>: 0.4442 ps
in-plane mobility, formula: 4112 cm2/Vs
in-plane mobility, solved: 4112 cm2/Vs
normal mobility, formula: 849.1 cm2/Vs
normal mobility, solved: 849.1 cm2/Vs
mass ratio m_l/m_t: 4.842
solved mobility ratio: 4.842
three-mass test, largest relative error of tau v: 8.899e-08
control: screened Coulomb mobility ratio: 1.926
control: tau_l/tau_t: 2.513
non-parabolicity: 0.5 1/eV
non-parabolic in-plane mobility: 3643 cm2/Vs
non-parabolic mobility ratio: 4.842
intervalley coupling: 1e+09 eV/cm
intervalley phonon energy: 60 meV
in-plane mobility with intervalley phonons: 2843 cm2/Vs
dilation potential Xi_d: 1 eV
uniaxial potential Xi_u: 9 eV
transverse sound speed: 5.4e+05 cm/s
mobility ratio, directional potentials: 7.512
rms acoustic phonon energy at 1.5 kT: 5.564 meV
largest acoustic phonon energy at 1.5 kT: 11.46 meV
mobility ratio, quantum phonon occupation: 4.859
tau_t with quantum occupation / constant-B tau: 0.996
electron and donor density: 1e+15 1/cm3
relative permittivity: 11.7
screening length: 129.3 nm
impurity rate / acoustic rate at 1.5 kT: 0.01413
density / effective density of states: 0.0001093
valley splitting: 200 meV
upper-valley to lower-valley population: 0.0008733
mobility ratio with upper valleys, equal <tau>: 4.824
field: 10 V/cm
in-plane drift speed: 4.112e+04 cm/s
drift speed / sound speed: 0.04569
drift speed / thermal speed sqrt(kT/m_t): 0.002658
```
